# Iterated IORA as a Newton-Type Method for Dirac Energies

The infinite-order regular approximation, IORA, replaces the Dirac equation by an eigenproblem for the large component alone. For a deep level the replacement costs accuracy. In the model atom treated below, with nuclear charge 80, IORA places the 1s level 21.7 hartree too low. An obvious cure is to drop the linearization: start from zero energy, diagonalize the energy-dependent operator for the large component, put the computed energy back and diagonalize again. That works slowly: four such diagonalizations still leave an error of 0.38 hartree.

IORA already contains a better cure. It is a linearization about the reference energy zero. If the reference is moved to the energy just found and the step is repeated, the new error is, close to the solution, proportional to the square of the old one, and the limit is the Dirac energy.

## A two-by-two Dirac problem by hand

Take one large amplitude $\phi$ and one small amplitude $\chi$, coupled by

$$
\begin{pmatrix}0&2\\2&-3\end{pmatrix}\begin{pmatrix}\phi\\ \chi\end{pmatrix}=E\begin{pmatrix}\phi\\ \chi\end{pmatrix}.
$$

The characteristic equation $E(E+3)=4$ has the roots $1$ and $-4$. The upper root, $E^*=1$, plays the part of the electronic level.

The second row gives $2\phi=(3+E)\chi$, so $\chi=2\phi/(3+E)$. In the first row this yields

$$
F(E)\phi=0,\qquad F(E)=\frac{4}{3+E}-E .
$$

The matrix problem was linear in $E$; the eliminated one is not. Define

$$
S(E)=-F'(E)=1+\frac{4}{(3+E)^2}.
$$

Replacing $F(E_1)$ by its tangent at $E_0$ gives $F(E_0)-(E_1-E_0)S(E_0)=0$. From $E_0=0$ we have $F=4/3$ and $S=13/9$, hence

$$
E_1=\frac{4/3}{13/9}=\frac{12}{13},\qquad E_1-E^*=-\frac1{13}.
$$

Now take $12/13$ as reference. Then $3+E=51/13$, and

$$
F=\frac{52}{51}-\frac{12}{13}=\frac{64}{663},\qquad
S=1+\frac{676}{2601}=\frac{3277}{2601}.
$$

The shift is $F/S=3264/42601$, so $E_2=42588/42601$ and the error is $-1/3277$. The errors run $-1,\,-1/13,\,-1/3277$.

Plain reinsertion, $E\leftarrow 4/(3+E)$, gives $4/3,\ 12/13,\ 52/51$, with errors $1/3,\,-1/13,\,1/51$. They alternate in sign, and their ratio tends to the derivative of $4/(3+E)$ at $E=1$, which is $-1/4$. This convergence is linear.

With a single large amplitude, the tangent step is Newton's method. With many, $F$ is an operator and its eigenvector changes with the reference, which is why the general step is called Newton-type.

## The general step

Use Hartree atomic units and measure $E$ from the electron rest energy. For a fixed local potential $V$ the Dirac equations are

$$
V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad
c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi .
$$

The second equation gives

$$
\chi=\frac{c}{D(E)}\,\sigma\!\cdot\!p\,\phi,\qquad D(E)=2c^2+E-V .
$$

We require $D>0$ everywhere. For $V\le0$ it is enough that $E>-2c^2$. Substitution into the first equation gives $F(E)\phi=0$ with

$$
F(E)=V+\sigma\!\cdot\!p\,\frac{c^2}{D(E)}\,\sigma\!\cdot\!p-E .
$$

Since $dD/dE=1$, the derivative of $1/D$ is $-1/D^2$, and

$$
S(E)=-F'(E)=1+\sigma\!\cdot\!p\,\frac{c^2}{D(E)^2}\,\sigma\!\cdot\!p .
$$

Linearization about $E_0$ therefore leads to the generalized eigenproblem

$$
F(E_0)u=\mu\,S(E_0)u,\qquad E_1=E_0+\mu .
$$

At $E_0=0$ it reads

$$
\left[V+\sigma\!\cdot\!p\frac{c^2}{2c^2-V}\sigma\!\cdot\!p\right]u
=E_1\left[1+\sigma\!\cdot\!p\frac{c^2}{(2c^2-V)^2}\sigma\!\cdot\!p\right]u .
$$

The left operator is the ZORA Hamiltonian, and with the metric on the right this is the IORA equation. IORA is thus the first step from reference zero.

The metric has a direct meaning. Write $D_0=D(E_0)$ and tie the small component to the large one by $\chi=cD_0^{-1}\sigma\!\cdot\!p\,u$. The norm of the full spinor is then $\langle u|S(E_0)|u\rangle$. The Dirac energy expectation value contains $V$, two equal coupling terms, and the small-component term:

$$
V+2\,\sigma\!\cdot\!p\frac{c^2}{D_0}\sigma\!\cdot\!p
+\sigma\!\cdot\!p\frac{c^2(V-2c^2)}{D_0^2}\sigma\!\cdot\!p .
$$

Because $V-2c^2=E_0-D_0$, the last term cancels one coupling term and adds $E_0[S(E_0)-1]$. The sum is

$$
V+\sigma\!\cdot\!p\frac{c^2}{D_0}\sigma\!\cdot\!p+E_0[S(E_0)-1]
=F(E_0)+E_0S(E_0).
$$

Dividing its expectation value by the norm gives $E_0+\langle F(E_0)\rangle/\langle S(E_0)\rangle$. Each step thus makes the Dirac energy quotient stationary under the restriction that $\chi$ follows $u$ with the reference energy in the denominator.

## Why the error is squared

Follow one isolated eigenvalue $\mu(E_0)$. Differentiate $(F-\mu S)u=0$ and project on $u$. The terms with the derivative of $u$ vanish, because $F-\mu S$ is Hermitian and annihilates $u$. What remains is

$$
\langle F'\rangle-\mu'\langle S\rangle-\mu\langle S'\rangle=0 .
$$

With $F'=-S$ this becomes

$$
\mu'=-1-\mu q,\qquad q=\frac{\langle S'\rangle}{\langle S\rangle}.
$$

The map from old to new energy is $g(E_0)=E_0+\mu(E_0)$, so $g'=-\mu q$. At the solution $E^*$ we have $\mu=0$, and the first-order error disappears. Differentiating again,

$$
g''=-\mu'q-\mu q',\qquad g''(E^*)=q(E^*),
$$

because $\mu'=-1$ there. Now

$$
S'=-2\,\sigma\!\cdot\!p\frac{c^2}{D^3}\sigma\!\cdot\!p,
$$

and at the solution $\chi=cD^{-1}\sigma\!\cdot\!p\,\phi$. Two of the three factors $1/D$ are absorbed in the two small components, so $\langle S'\rangle=-2\langle\chi|D^{-1}|\chi\rangle$. Taylor expansion, $g(E_0)=E^*+\tfrac12g''(E^*)(E_0-E^*)^2+\dots$, gives

$$
E_1-E^*=-C(E_0-E^*)^2+\dots,\qquad
C=\frac{\langle\chi|D(E^*)^{-1}|\chi\rangle}{\langle\phi|\phi\rangle+\langle\chi|\chi\rangle}.
$$

In the hand example $D=4$ and $\chi=\phi/2$, so $C=(1/16)/(5/4)=1/20$. From the error $-1/13$ the law predicts $-1/3380$, close to the actual $-1/3277$.

Two features control $C$: the weight of the small component and the inverse of $D$. For a regular potential in the weakly relativistic limit, $\chi\approx\sigma\!\cdot\!p\,\phi/(2c)$ and $D\approx2c^2$. With $\phi$ normalized, $C\approx\langle p^2\rangle/(8c^4)$. The leading IORA error from reference zero is then $-(E^*)^2\langle p^2\rangle/(8c^4)$, of order $c^{-4}$.

## Convergence from a distant reference

The local law does not say what happens far from the solution. Put $t=E-E_0$, so $D(E)=D_0+t$. Bringing three terms to a common denominator gives

$$
\frac1{D_0+t}-\frac1{D_0}+\frac{t}{D_0^2}
=\frac{D_0^2-D_0(D_0+t)+t(D_0+t)}{D_0^2(D_0+t)}
=\frac{t^2}{D_0^2D(E)} .
$$

Hence

$$
F(E)=F(E_0)-tS(E_0)+t^2\,\sigma\!\cdot\!p\frac{c^2}{D_0^2D(E)}\sigma\!\cdot\!p .
$$

The last operator is nonnegative. The tangent therefore lies below $F(E)$ in the sense of expectation values.

Work now with Hermitian matrices within one symmetry, and order eigenvalues from below. Each eigenvalue of $F(E)$ falls with slope at most $-1$, since $S\ge1$. Its $k$-th eigenvalue thus crosses zero at most once; call the crossing $E^*$. On the space spanned by the first $k$ eigenvectors of $F(E^*)$, the expectation value of $F(E^*)$ is at most zero. By the identity above, on that space

$$
\langle F(E_0)\rangle\le(E^*-E_0)\langle S(E_0)\rangle .
$$

The min-max principle then gives $\mu_k\le E^*-E_0$, or $E_1\le E^*$. This holds for a reference on either side of $E^*$.

Suppose next that $E_0<E^*$. The $k$-th eigenvalue of $F(E_0)$ is positive. So is $\mu_k$, because a positive metric does not change the number of negative, zero and positive eigenvalues. The energy therefore rises without passing $E^*$. A rising bounded sequence has a limit; there the shift is zero, and by continuity the limit is $E^*$.

The one condition to check is that the first step lands where $D>0$. Later energies lie higher and keep $D$ positive. For the continuous operators the same argument also needs a common domain for the quadratic forms and a level below the continuum.

## Two neighbouring iterations

Let $\lambda(E)$ be the $k$-th eigenvalue of $F(E)+E$ with the ordinary metric. Plain reinsertion is $E\leftarrow\lambda(E)$. By the Hellmann-Feynman theorem

$$
\lambda'(E^*)=-\langle S-1\rangle=-m,\qquad
m=\frac{\langle\chi|\chi\rangle}{\langle\phi|\phi\rangle},
$$

where the middle expectation value is taken with normalized $\phi$. The error is multiplied by about $-m$ per round, so the iteration converges locally if $m<1$, and linearly.

Newton's method proper can be applied to the scalar equation $\lambda(E)-E=0$. The derivative of the left side is $-(1+m_0)$, where $m_0=\langle S(E_0)-1\rangle$ in the normalized eigenvector at $E_0$. This gives

$$
E_1=E_0+\frac{\lambda(E_0)-E_0}{1+m_0}.
$$

At $E_0=0$ it is scaled ZORA. It uses the same energy quotient as IORA but keeps the eigenvector of $F(E_0)$, whereas IORA lets the vector adapt to the metric. For an isolated level the difference shows in the vectors. The IORA matrix $F(E_0)-\mu S(E_0)$ differs from $F(E^*)$ by terms of second order in $E_0-E^*$, so its vector error is of second order. The eigenvector of $F(E_0)$ generally has a first-order error.

For $V=-Z/r$ the scalar step has a special property. Put $A=2c^2+E$ and $r=r'/s$, so that $p=sp'$. The potential becomes $-sZ/r'$, and the kinetic operator becomes

$$
s^2\sigma\!\cdot\!p'\frac{c^2}{A+sZ/r'}\sigma\!\cdot\!p'
=s\,\sigma\!\cdot\!p'\frac{c^2}{A/s+Z/r'}\sigma\!\cdot\!p' .
$$

The whole operator at $A$ is $s$ times the operator at $A/s$. Choose $s=(2c^2+E)/(2c^2+E^*)$, which makes $A/s=2c^2+E^*$. There the eigenvalue is $E^*$, hence

$$
\lambda(E)=E^*\,\frac{2c^2+E}{2c^2+E^*}.
$$

This is linear in $E$, so one scalar Newton step is exact from any admissible reference. IORA is not exact here: for the Coulomb 1s level with $Z=80$ its first error is $-24.7$ hartree. Its iteration reaches the closed-formula value, $-3532.192$ hartree.

## The algorithm for an atom

Write the large component as $(P/r)\Omega_\kappa$ and the small one as $i(Q/r)\Omega_{-\kappa}$, where $\Omega_\kappa$ is the spin-angular function. The elimination becomes

$$
Q=\frac{c}{D(E)}\left(\frac{dP}{dr}+\frac{\kappa}{r}P\right).
$$

For real basis functions $P_a$, let $B_a=P_a'+\kappa P_a/r$. Then

$$
F_{ab}=\int P_aVP_b\,dr+c^2\int\frac{B_aB_b}{D}\,dr-E\int P_aP_b\,dr,
$$

$$
S_{ab}=\int P_aP_b\,dr+c^2\int\frac{B_aB_b}{D^2}\,dr .
$$

For each wanted level:

1. Choose $\kappa$, the index $k$, and $E_0=0$.
2. Build both matrices at $E_0$ and take the $k$-th eigenvalue $\mu_k$ of the pair.
3. Set $E_1=E_0+\mu_k$ and check that $D(E_1)>0$.
4. Estimate the remaining error as $-C\mu_k^2$, with $C$ evaluated from the current vector. Stop if it is small enough; otherwise use $E_1$ as the next reference.

The estimate in step 4 applies near convergence, where $\mu_k$ is nearly the old error with reversed sign.

The limit is the eigenvalue of the discretized Dirac problem if the small-component space can hold $B_a/D(E)$ for every energy used. Here the small component is represented by its values on the quadrature points. There $D$ is diagonal, and the elimination is exact block algebra. A restricted small-component basis would define a different matrix problem.

Adding a constant $\Delta$ to $V$ and to $E_0$ leaves $D$ and $F$ unchanged. IORA with its reference held at zero lacks this invariance; the converged energy simply shifts by $\Delta$.

## Four levels of a screened model atom

The potential is

$$
V(r)=-\frac{1+(Z-1)e^{-ar}}r,\qquad Z=80,\quad a=3.0\ \text{bohr}^{-1}.
$$

It is a fixed model with a point nucleus. Electron interaction enters only through the screening, and radiative corrections are absent. The basis has 80 functions per symmetry, with 300 quadrature points. Since $V<0$ and $2c^2=37557.7$ hartree, the first 1s energy, $-3322.640$ hartree, is safely admissible.

The 1s Dirac energy is $-3300.896$ hartree, or $-89822$ eV. The starting error is therefore $+3300.896$ hartree, and $C=2.2945\times10^{-6}$ hartree$^{-1}$. The leading law gives

$$
-2.2945\times10^{-6}\times(3300.896)^2\approx-25.0\ \text{hartree}
$$

for the first step. The actual error is $-21.74$ hartree, so higher orders still matter. For the second step the law gives

$$
-2.2945\times10^{-6}\times(21.74)^2\approx-1.08\times10^{-3}\ \text{hartree},
$$

against the computed $-1.086\times10^{-3}$ hartree. The third error, about $2\times10^{-12}$ hartree in magnitude, is at the level of rounding and no longer measures the convergence order.

The coefficient can be read physically. With $m=0.1036$, the small component carries the fraction $m/(1+m)=0.0939$ of the norm. Dividing this by $C$ gives about $40900$ hartree, the harmonic mean of $D$ over the small-component density. It exceeds $2c^2+E^*\approx34257$ hartree because the attractive potential enlarges $D$ near the nucleus.

The same $m$ explains the slow reinsertion. Four factors of $-0.1036$ turn the starting error into $(0.1036)^4\times3300.9\approx0.38$ hartree, as found.

The other levels start with smaller errors and have smaller $C$:

| Level | Dirac energy / hartree | Step 1 error / hartree | Step 2 error / hartree |
|---|---:|---:|---:|
| 2s$_{1/2}$ | $-689.379$ | $-0.2575$ | $-3.7\times10^{-8}$ |
| 2p$_{1/2}$ | $-685.459$ | $-0.2545$ | $-3.6\times10^{-8}$ |
| 2p$_{3/2}$ | $-600.918$ | $-0.1942$ | $-2.1\times10^{-8}$ |

Scaled ZORA does much better than IORA in the first step: its 1s error is $+0.043$ hartree. That fits its exactness for a pure Coulomb field, though the link for this screened field is a plausible reading, not a derivation. The positive sign shows that the lower bound proved for IORA does not carry over to the scalar step.

Each level needs its own reference. A 2s step taken from the converged 1s energy has an error of $-4.35$ hartree, far worse than the step from zero, because that reference is about $2612$ hartree away.

Separate references also mean separate metrics. With full spinors normalized to one, the large components of 1s and 2s overlap by $0.038$ in magnitude. The small components cancel this, and the full overlap is zero to rounding, as it must be for different eigenvectors of one Hermitian Dirac matrix. Discarding the small components after convergence would lose that orthogonality.

Tests by direct integration of the radial Dirac equations confirm all four energies to within $10^{-5}$ hartree. Further tests, with references from $-12000$ to $6000$ hartree, confirm the bound $E_1\le E^*$ within numerical tolerance.

These results hold for a fixed potential. In a self-consistent field, $V$ changes with the orbitals, and the outer iteration has its own convergence rate. The quadratic law then describes the inner solution for each given $V$.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
model: Z = 80, a = 3.0 1/bohr
basis functions: 80, quadrature points: 300
1s1/2 Dirac matrix: -3300.895968; integration: -3300.895968 hartree
  step 1: E = -3322.639505, error = -2.174e+01 hartree
  step 2: E = -3300.897054, error = -1.086e-03 hartree
  step 3: E = -3300.895968, error = -2.274e-12 hartree
  C = 2.29452e-06, from steps 2.29453e-06 1/hartree
  m = 0.103629; plain-iteration error factor = -0.103629
  scaled ZORA (scalar Newton from 0) error = 4.291e-02 hartree
2s1/2 Dirac matrix: -689.379414; integration: -689.379414 hartree
  step 1: E = -689.636895, error = -2.575e-01 hartree
  step 2: E = -689.379415, error = -3.708e-08 hartree
  step 3: E = -689.379414, error = -7.958e-13 hartree
  C = 5.59359e-07, from steps 5.59362e-07 1/hartree
  m = 0.024124; plain-iteration error factor = -0.024124
  scaled ZORA (scalar Newton from 0) error = 6.460e-03 hartree
2p1/2 Dirac matrix: -685.458821; integration: -685.458821 hartree
  step 1: E = -685.713370, error = -2.545e-01 hartree
  step 2: E = -685.458821, error = -3.623e-08 hartree
  step 3: E = -685.458821, error = -6.821e-13 hartree
  C = 5.59098e-07, from steps 5.59101e-07 1/hartree
  m = 0.024220; plain-iteration error factor = -0.024220
  scaled ZORA (scalar Newton from 0) error = 5.376e-03 hartree
2p3/2 Dirac matrix: -600.918097; integration: -600.918097 hartree
  step 1: E = -601.112275, error = -1.942e-01 hartree
  step 2: E = -600.918097, error = -2.090e-08 hartree
  step 3: E = -600.918097, error = 0.000e+00 hartree
  C = 5.54234e-07, from steps 5.54238e-07 1/hartree
  m = 0.021732; plain-iteration error factor = -0.021732
  scaled ZORA (scalar Newton from 0) error = 4.659e-03 hartree
1s1/2 step 2 error predicted by -C e^2: -1.085e-03 hartree
1s1/2 converged energy: -89821.96 eV
1s1/2 plain iteration, error after 4 steps: 3.807e-01 hartree
1s-2s overlap magnitude, large components only: 0.038203
1s-2s overlap magnitude, full spinors: 2.8e-16
2s1/2 error, one step from the 1s1/2 energy: -4.347e+00 hartree
1s1/2 step 1, change with 60 functions: 1.9e-09 hartree
Coulomb 1s1/2 closed formula: -3532.192093 hartree
Coulomb 1s1/2 iterated IORA: -3532.192093 hartree
Coulomb 1s1/2 first IORA error: -2.471e+01 hartree
Coulomb 1s1/2 scaled ZORA error: 4.5e-13 hartree
```
